# A Straight Switching-Time Plot Does Not Establish Merz's Law

A memory designer has switching times for a ferroelectric hafnia capacitor between 2 and 3 MV/cm and must decide whether an unselected cell can tolerate a disturb field of 1 MV/cm. Timing full switching at the disturb field could take weeks or far longer, so the designer extrapolates the data. The answer hangs on which function of field is fitted. In the example below, two functions that agree to about 20% inside the measured window differ by a factor of $10^8$ at 1 MV/cm.

## The belief and its appeal

Merz's law states that the switching time $t$ at field magnitude $E$ is

$$t=t_0\,e^{A/E},\qquad \ln t=\ln t_0+\frac{A}{E},$$

where $A$ is an activation field. If the law holds, $\ln t$ plotted against $1/E$ is a straight line. The belief examined here is the converse: if the plot is straight, with a squared correlation $R^2$ of 0.99 or more, then Merz's law has been established and may be extrapolated.

The belief tempts because the switching time can change by orders of magnitude while the points stay close to a line, and because the law has a reasonable physical origin. But so has its rival,

$$t=t_1\,e^{(B/E)^2},\qquad \ln t=\ln t_1+\frac{B^2}{E^2}.$$

Both forms arise from idealized nucleation. Let the polarization be $P$, the energy per area of a domain wall $w$, and the film thickness $d$. Reversing the polarization in a volume $V$ gains field energy $2PEV$, because the polarization along the field changes from $-P$ to $+P$.

For a cylinder of radius $a$ running through the film,

$$U=2\pi a d w-2PE\,\pi a^2d .$$

Setting $dU/da=2\pi dw-4\pi PEda=0$ gives $a=w/(2PE)$. Substitution gives a barrier

$$U_{\rm cyl}=\frac{\pi dw^2}{PE}-\frac{\pi dw^2}{2PE}=\frac{\pi dw^2}{2PE}.$$

For a sphere whose bound charge is compensated,

$$U=4\pi a^2w-2PE\,\frac{4\pi a^3}{3}.$$

Now $dU/da=8\pi aw-8\pi PEa^2=0$ gives $a=w/(PE)$, and

$$U_{\rm sph}=\frac{4\pi w^3}{P^2E^2}-\frac{8\pi w^3}{3P^2E^2}=\frac{4\pi w^3}{3P^2E^2}.$$

Thermal activation puts $U/(k_BT)$ in the exponent, where $k_B$ is Boltzmann's constant and $T$ the temperature. The cylinder then gives Merz's law and the sphere the inverse-square law, provided $w$, $P$ and the prefactor do not depend on field. Physical plausibility alone does not select the exponent.

## How straight is the wrong plot?

Suppose that the inverse-square law is true and there is no scatter. Write $x=1/E$, so that $\ln t=\ln t_1+B^2x^2$. This is a parabola in $x$, and a short piece of a parabola is nearly straight.

Take $N\ge3$ fields equally spaced in $x$ between $1/E_{\max}$ and $1/E_{\min}$. Let $x_c$ be the centre and $h$ the half-width of this interval, and write $x=x_c+hu$, with $u$ running from $-1$ to $1$. Then

$$x^2=x_c^2+2x_chu+h^2u^2 .$$

An unweighted least-squares line needs averages over the grid. Put $u=2k/(N-1)$, where $k$ runs in unit steps from $-(N-1)/2$ to $(N-1)/2$. The required sums are

$$\sum k^2=\frac{N(N^2-1)}{12},\qquad \sum k^4=\frac{N(N^2-1)(3N^2-7)}{240}.$$

They follow by induction. Going from $N$ to $N+2$ adds the points $k=\pm(N+1)/2$, which raise the sums by $(N+1)^2/2$ and $(N+1)^4/8$. The right-hand sides rise by the same amounts, and they are correct for $N=1$ and $N=2$.

The mean of $u^2$ is therefore

$$m=\frac{4}{(N-1)^2}\,\frac{N^2-1}{12}=\frac{N+1}{3(N-1)},$$

and the variance of $u^2$ is

$$V=\frac{(N+1)(3N^2-7)}{15(N-1)^3}-\frac{(N+1)^2}{9(N-1)^2}
=\frac{4(N+1)(N^2-4)}{45(N-1)^3}.$$

Now separate $x^2$ into a line and a remainder:

$$x^2=\left(x_c^2+mh^2+2x_chu\right)+h^2(u^2-m).$$

The remainder has zero mean. It is also orthogonal to $u$, because the sums of $u$ and $u^3$ vanish on a symmetric grid. These are the two conditions for a least-squares residual, so the bracket is the fitted line. Replacing $hu$ by $x-x_c$ turns it into $2x_cx-x_c^2+mh^2$. The Merz parameters fitted to inverse-square data are thus

$$A=2B^2x_c,\qquad \ln\frac{t_0}{t_1}=-B^2(x_c^2-mh^2),$$

and the misfit, true minus fitted $\ln t$, is

$$\delta(u)=B^2h^2(u^2-m).$$

The variance of $x^2$ explained by the line is $4x_c^2h^2m$, and the unexplained variance is $h^4V$. With $r=h/x_c$,

$$R^2=\frac{4x_c^2h^2m}{4x_c^2h^2m+h^4V}=\frac{1}{1+\kappa r^2},\qquad
\kappa=\frac{V}{4m}=\frac{N^2-4}{15(N-1)^2}.$$

The ratio $r$ has a simple form in the fields themselves:

$$r=\frac{1/E_{\min}-1/E_{\max}}{1/E_{\min}+1/E_{\max}}=\frac{E_{\max}-E_{\min}}{E_{\max}+E_{\min}}.$$

The activation field has cancelled: $R^2$ depends on where the fields were placed and not on the strength of the barrier. For six points over a twofold range, $r=1/3$ and $R^2=0.991$. Even in the limit $E_{\min}\to0$, where $r\to1$, six points equally spaced in $x$ give $R^2=1/(1+32/375)=0.92$.

The result is also symmetric. It is the squared correlation between $x$ and $x^2$, and a correlation does not depend on which variable is called the data. If Merz's law is true and $\ln t$ is plotted against $1/E^2$, the same $R^2$ appears. A value near this formula can therefore come from the wrong law as well as from noisy data obeying the right one, and 0.99 by itself decides little. In the six-point example below, with a scatter of 0.25 in $\ln t$, the Merz plot has a median $R^2$ of 0.992 when the inverse-square law is true and 0.995 when Merz's law is true, and it exceeds the formula value in about 15% and 33% of experiments. The evidence comes from comparing the two fits, not from one $R^2$: with ten unaveraged repeats per field, Merz data give $R^2$ near 0.992, below the formula value, yet the Merz fit is the better one in 99% of experiments.

## Six points between 2 and 3 MV/cm

Take the round model values $B=7.5$ MV/cm and $t_1=0.1$ ns, with $N=6$. Then $x_c=0.4167$ cm/MV, $h=0.0833$ cm/MV, $r=0.200$ and $m=0.467$. Since $\kappa=32/375=0.0853$,

$$R^2=\frac{1}{1+0.0853\times0.0400}=0.9966 .$$

The fitted Merz activation field is $A=2\times56.25\times0.4167=46.9$ MV/cm. The times are as follows.

| $E$ (MV/cm) | true $t$ (s) | Merz fit (s) | $\delta$ |
|---|---|---|---|
| 3.000 | 5.18e-8 | 4.21e-8 | +0.208 |
| 2.727 | 1.93e-7 | 2.01e-7 | −0.042 |
| 2.500 | 8.10e-7 | 9.57e-7 | −0.167 |
| 2.308 | 3.87e-6 | 4.57e-6 | −0.167 |
| 2.143 | 2.09e-5 | 2.18e-5 | −0.042 |
| 2.000 | 1.28e-4 | 1.04e-4 | +0.208 |

The time changes by a factor of about 2500, while the largest misfit is a factor $e^{0.208}=1.23$. On a plot covering more than three decades this is hard to see. The visible evidence is the pattern of the residuals, positive at both ends and negative between. It is fragile: with the scatter of 0.25 introduced below, both end residuals are positive and the middle two negative in only about half of the experiments, and in about 12% when Merz's law is true.

The intercept is no safer than the slope. The fit returns $t_0=6.9\times10^{-15}$ s, although the data were made with $t_1=10^{-10}$ s. A fitted prefactor is an attempt time only if the assumed law is right. This one is far shorter than the thermal time $2\pi\hbar/(k_BT)=1.6\times10^{-13}$ s at 300 K, which is itself a warning. If $t_0$ is held at $10^{-13}$ s, the Merz fit misses these data by 0.39 root-mean-square in $\ln t$, more than the scatter assumed below. Where the fitted Merz law is later taken as the truth, its prefactor must be read as empirical, for instance shortened by many nucleation sites acting in parallel.

## What scatter does to the choice

Let each measured $\ln t$ carry independent Gaussian scatter of standard deviation $s$. The curvature is visible to the extent that the misfit exceeds this scatter. A natural measure is

$$z=\frac{\sqrt{\sum\delta^2}}{s}=\frac{B^2h^2\sqrt{NV}}{s}.$$

For the example take $s=0.25$. The root-mean-square misfit is 0.156, so $z=0.156\sqrt6/0.25=1.53$. The squared misfits sum to 0.146, whereas scatter alone leaves on average $(N-2)s^2=0.25$ in a straight-line fit. The error of the law is smaller than the noise around it.

The probability that the wrong law fits better can be found geometrically. Treat the six values of $\ln t$, with their mean removed, as a vector $\mathbf y$. Let $\mathbf e_1$ and $\mathbf e_2$ be unit vectors along the mean-removed values of $x$ and $x^2$; their scalar product is $R$. The two residual sums of squares are $|\mathbf y|^2-(\mathbf y\cdot\mathbf e_1)^2$ for Merz and $|\mathbf y|^2-(\mathbf y\cdot\mathbf e_2)^2$ for the inverse-square law. Merz's law wins when

$$\left[\mathbf y\cdot(\mathbf e_1-\mathbf e_2)\right]\left[\mathbf y\cdot(\mathbf e_1+\mathbf e_2)\right]>0 .$$

The true signal is $L\mathbf e_2$, with some length $L$. Its part orthogonal to $\mathbf e_1$ has length $L\sqrt{1-R^2}$. This is the misfit, so $L\sqrt{1-R^2}=sz$. Here $L/s=1.53/\sqrt{0.0034}\approx26$.

The second bracket has mean $L(1+R)$ and standard deviation $s\sqrt{2(1+R)}$. It lies about 26 standard deviations above zero, so its chance of being negative can be neglected. Merz's law then wins when $\mathbf y\cdot(\mathbf e_2-\mathbf e_1)<0$. This quantity has mean $L(1-R)$ and standard deviation $s\sqrt{2(1-R)}$. With $\Phi$ the cumulative normal distribution,

$$p_{\rm wrong}=\Phi\!\left(-\frac{L}{s}\sqrt{\frac{1-R}{2}}\right)=\Phi\!\left(-\frac{z}{\sqrt{2(1+R)}}\right).$$

The last step uses $L\sqrt{1-R}=sz/\sqrt{1+R}$. As $R$ is close to 1, the argument is nearly $-z/2$.

The example gives $p_{\rm wrong}=0.222$. In 100,000 simulated data sets with this scatter, the Merz fit had the smaller residual sum in a fraction 0.223. Choosing the better-fitting law would thus pick the false one in more than one experiment in five.

## The price of the wrong choice

The misfit formula also holds outside the window, because it is the difference between two known curves. The disturb field of 1 MV/cm has $x=1$ cm/MV, which lies at

$$u=\frac{1-0.4167}{0.0833}=7.$$

The difference in $\ln t$ is therefore

$$\delta(7)=56.25\times0.00694\times(49-0.467)=18.96 .$$

The misfit was 0.208 at the edge of the window, where $u^2-m=0.533$. Here $u^2-m=48.5$, so the misfit is 91 times as large. The inverse-square law gives $2.7\times10^{14}$ s. The Merz fit gives $1.6\times10^6$ s, or 18 days. Here the wrong choice is pessimistic and might reject a usable device.

The opposite mistake is the dangerous one. Suppose that the fitted Merz law is the truth and the inverse-square law is fitted to it. The slope against $x^2$ is $A$ times the covariance of $x$ and $x^2$, divided by the variance of $x^2$. The covariance is $2x_ch^2m$, and the variance is $4x_c^2h^2m/R^2$ by the expression for $R^2$ above. Hence

$$B_{\rm fit}^2=\frac{R^2A}{2x_c}.$$

This gives $B_{\rm fit}=7.49$ MV/cm and a predicted time of $2.3\times10^{14}$ s at 1 MV/cm, where the true time is 18 days. A plot just as straight as the first now overstates the disturb lifetime by a factor of about $10^8$.

## What would separate the laws

Since $z$ grows as $h^2$, widening the window is effective. Keep $E_{\max}$, $N$ and $s$ fixed and lower $E_{\min}$ until $p_{\rm wrong}=0.01$. Solving this condition numerically gives $E_{\min}=1.60$ MV/cm, where the switching time is 0.33 s. That measurement is practicable.

In this wider window the straight plot still has $R^2=0.992$ without scatter. Inverse-square data are thus identified with 99% reliability while the wrong law retains a correlation that looks excellent. The dangerous case needs a slightly wider window: if the fitted Merz law is the truth, the wrong law still wins in about 2% of experiments at $E_{\min}=1.60$ MV/cm, and 1% requires going just below 1.55 MV/cm.

Repeating the original measurements also helps: ten rounds of the six points add up to about 1.5 ms of switching time, not counting reset and read pulses or any change caused by the added cycling. Averaging $n$ independent values at each field replaces $s$ by $s/\sqrt n$ and multiplies $z$ by $\sqrt n$. The same target needs $n=10$. Averaging removes random scatter, but not an error that recurs at the same field.

Even established curvature does not prove an inverse-square barrier. Suppose Merz's law holds in a reduced field $E-E_0$, for example because a built-in field opposes switching. The exponent is then proportional to

$$f(x)=\frac{1}{E-E_0}=\frac{x}{1-E_0x}.$$

Its derivatives are $f'=(1-E_0x)^{-2}$ and $f''=2E_0(1-E_0x)^{-3}$, so $f''/f'=2E_0/(1-E_0x)$. For $x^2$ the corresponding ratio is $1/x$. Equating the two at $x_c$ gives $2E_0x_c=1-E_0x_c$, or

$$E_0=\frac{1}{3x_c}=0.80\ \text{MV/cm}.$$

A numerical least-squares search over $E_0$, using the noiseless inverse-square data, gives 0.796 MV/cm. The root-mean-square misfit falls from 0.156 to 0.008, far below the scatter. The third parameter has absorbed nearly all the curvature.

An offset of 0.1 MV/cm supplies about 9% of the inverse-square curvature, relative to the local slope. The full 0.8 MV/cm is not needed to mislead the choice between the two laws: about half the curvature suffices, and $2E_0x_c/(1-E_0x_c)=1/2$ gives $E_0=1/(5x_c)=0.48$ MV/cm. In the window reaching down to 1.60 MV/cm the tie lies at 0.42 MV/cm, and an offset of 0.3 MV/cm already lets the inverse-square fit beat the plain Merz fit in about a quarter of experiments, with the activation field chosen to match the times between 2 and 3 MV/cm. If the offset is a built-in field, reversing the polarity of switching changes its sign, which offers a way to detect it.

## The model beside a real capacitor

The example uses rough values for a 10 nm hafnia-based film at 300 K: polarization 20 µC/cm², relative permittivity 30, and breakdown near 4 MV/cm. The top field is then already 75% of breakdown, which leaves little room to widen the window upwards. The values of $B$ and $t_1$ are model choices, and both vary with composition, electrodes and cycling. They describe a slow-switching film: in a 1 kHz triangular sweep to 3 MV/cm the model switches at about 2.2 MV/cm, whereas hafnia-based films commonly show coercive fields of about 1 to 1.5 MV/cm. For such a film 1 MV/cm lies close to the coercive field, and the lifetimes quoted here do not carry over.

Real tests break the assumption of constant conditions most easily. If the barrier itself does not depend on temperature, the exponent varies as $1/T$. At 2 MV/cm it is $(7.5/2)^2=14.06$, so a change of $300\times0.208/14.06=4.4$ K shifts $\ln t$ by as much as the end misfit. Most of a smooth change is absorbed by the fitted line: a steady warming of 4.4 K from the highest field to the lowest lowers the end residuals only from 0.208 to 0.19, and the opposite drift raises them to 0.22. An abrupt change can do more harm, depending on where it falls. A warming of 4.4 K at the 2 MV/cm point alone cuts its residual to 0.11 and the fitted curvature by about 30%. The same step at mid-window lowers the curvature by only 7%, about as much as the steady drift, and a step near the high-field end raises it by about 10%.

Series resistance matters at the fast end. A capacitor of side 5 µm switches a charge $2P\times\text{area}=10$ pC in 52 ns. The mean current of 0.19 mA drops 9.7 mV across 50 Ω, or 0.32% of the 3 V applied. As the exponent varies as $E^{-2}$, $\ln t$ rises by about $2\times6.25\times0.0032=0.04$. A side of 20 µm has 16 times the area, and the same estimate gives about 0.6. Both estimates overstate the effect for exponential switching timed at a fraction $1-1/e$: only that fraction of the charge has flowed by then, and slower switching draws less current. Solving for current and field together gives about 0.025 for the 5 µm side and about 0.3 for the 20 µm side. For the latter, after a straight-line fit about 0.09 remains at the fast end, in the same pattern as the misfit being sought and a little under half its size.

A film also contains regions with different local fields. Let the local field be the applied field times a Gaussian factor of 5% spread, and let each region switch exponentially with its own time constant. Solving numerically for the time at which half the film has switched gives a curvature of $0.995B^2$. This modest spread hardly affects the curvature inside the window; the result does not cover broad or skewed distributions. It matters more for disturb if a small switched fraction already counts as failure. With the Merz fit taken as the local time constant at 1 MV/cm, 1% of the film switches in $1.6\times10^4$ s without the spread and in $2\times10^3$ s with it, far sooner than 18 days; if the fit describes half-switching times instead, the second figure is about $3\times10^3$ s.

The spherical nucleus should not be taken literally. Equating its exponent to $(B/E)^2$ requires $w^3=3P^2k_BTB^2/(4\pi)$, or $w=0.028$ J/m². The critical radius $w/(PE)$ is then 0.70 nm at 2 MV/cm and 0.47 nm at 3 MV/cm. These are atomic dimensions, at which a sharp wall with a fixed energy is doubtful. The cylinder fares no better. Equating its exponent to $A/E$ with $A=46.9$ MV/cm requires $w^2=2Pk_BTA/(\pi d)$, or $w=0.016$ J/m², and its critical radius $w/(2PE)$ is 0.20 nm at 2 MV/cm. With that $w$ a compensated sphere would cost $2.5\,k_BT$ there against $23\,k_BT$ for the cylinder, so $A$ too is an empirical parameter.

Bound charge is a further difficulty. A reversed sphere has excess polarization $2P$ and can be pictured as two oppositely charged balls, slightly displaced. The field inside a uniform ball is proportional to the distance from its centre, so the two fields add to a uniform one, of magnitude $2P/(3\varepsilon)$ in a medium of permittivity $\varepsilon$. The energy per volume is half the product of polarization and field, $(2P)^2/(6\varepsilon)$. Relative to the gain $2PE$ it is

$$\frac{(2P)^2/(6\varepsilon)}{2PE}=\frac{P}{3\varepsilon E},$$

which is 1.25 at 2 MV/cm and 0.84 at 3 MV/cm. Without compensating charge, the sphere could not grow at all at the lower field. In the example $B$ is therefore an empirical parameter, and the sphere shows only how an inverse-square exponent can arise.

Nor need one law hold at every field. Equating the two barriers gives

$$\frac{4\pi w^3}{3P^2E^2}=\frac{\pi dw^2}{2PE}\quad\Longrightarrow\quad E=\frac{8w}{3Pd}=0.375\ \text{MV/cm}.$$

Below this field the cylinder is cheaper than the full sphere. The value depends on the shapes admitted. The cylinder formula assigns no energy to the electrode faces, and on the same footing a hemisphere on an electrode costs half as much as the sphere. With the same $w$ the hemisphere stays cheaper than the cylinder down to $4w/(3Pd)=0.19$ MV/cm, and only below that does the idealized model pass from inverse-square to Merz behaviour. With this $w$ the hemisphere's exponent is only half of $(B/E)^2$; matching it to $B$ requires $w=0.035$ J/m² and moves the crossover to 0.24 MV/cm. The disturb field of 1 MV/cm lies above the crossover, but a retention estimate at a much lower field would not.

For the designer, the data between 2 and 3 MV/cm fix the switching time within that window and leave the switching time at 1 MV/cm undecided: the two laws compared give 18 days and $10^{14}$ s, and these do not bracket the possibilities. The offset Merz fit above extrapolates to about $10^{33}$ s. A Merz law with an aiding offset of 0.3 MV/cm reproduces the Merz-fit times well within the scatter and gives only $4\times10^4$ s. A figure such as $10^{14}$ s refers to a uniform film at 300 K and does not promise that the device survives so long. Under the same inverse-square law 1% of the film switches in about $10^9$ s with the 5% spread and in about $5\times10^5$ s with a 10% spread; at 85 °C, with a temperature-independent barrier and prefactor, the 5% spread gives about $8\times10^5$ s. These three figures take the law as the local time constant; they roughly double if it describes half-switching times. Until measurements reach lower fields, the Merz extrapolation is the more cautious of the two, but it is no lower bound. Scatter of 0.25 alone spreads it between about 3 and 100 days (5% to 95%). An aiding built-in field, early switching of part of the film, a higher temperature (about 800 s at 85 °C under the same assumptions), or another switching process would shorten it further. A direct test of partial switching is within reach: one day at 1 MV/cm and 300 K switches about 5% of a uniform film under the Merz fit and less than $10^{-9}$ of it under the inverse-square law, if switching is exponential in time. The contrast depends on the kinetics and on the spread. A switched fraction $1-e^{-(t/\tau)^2}$, with $\tau$ the Merz time, lowers the first figure to 0.3%. With a 10% spread the two laws give about 30% and 0.4%, and the inverse-square law alone reaches 5% in a day with a spread of about 16%. The measured fraction bears directly on disturb, but it identifies the law only if the spread is known.
